# Tetragonal Jahn-Teller distortion of the neutral silicon vacancy: verification in Python

```python
"""
Neutral silicon vacancy: two electrons in a threefold t2 level (orbitals x, y, z).
Result under test: pairing both electrons in one orbital gives a tetragonal
Jahn-Teller gain 4*E_E, with E_E = V^2/(2K). The tetragonal form beats the trigonal
one if E_E > E_T, and the paired singlet beats the triplet if E_E > J (sufficient).
Symbols: t hopping between dangling bonds, lam its decay length, k stiffness per
neighbour, K = 4k, u displacement per neighbour, V level shift per displacement,
E_E and E_T one-electron relaxation energies for e and t2 modes, J exchange integral.
The repulsion obeys U - U' = 2J; U is a common shift and is set to zero.
Energies in eV, lengths in angstrom.
"""
import numpy as np
from scipy.optimize import brentq, minimize, minimize_scalar

rng = np.random.default_rng(7)
t, lam, k, J, E_T, R = 0.6, 1.0, 3.0, 0.04, 0.05, 2.4
K = 4 * k
V = 4 * t / (np.sqrt(3) * lam)
E_E = V**2 / (2 * K)

# ---------- four dangling bonds: coupling from displaced atoms ----------
signs = np.array([[1, 1, 1], [-1, -1, 1], [1, -1, -1], [-1, 1, -1]], float)
sites = R * signs / np.sqrt(3)
d0 = np.linalg.norm(sites[0] - sites[1])
theta_move = signs * np.array([-1, -1, 2]) / np.sqrt(6)
eps_move = signs * np.array([1, -1, 0]) / np.sqrt(2)
orbitals = np.column_stack([np.ones(4), signs]) / 2      # a1, x, y, z


def bond_matrix(move, u):
    pos = sites + u * move
    h = np.zeros((4, 4))
    for i in range(4):
        for j in range(4):
            if i != j:
                d = np.linalg.norm(pos[i] - pos[j])
                h[i, j] = -t * np.exp(-(d - d0) / lam)
    return orbitals.T @ h @ orbitals


s3 = np.sqrt(3) / 2
modes = np.zeros((5, 3, 3))
modes[0] = np.diag([-0.5, -0.5, 1.0])
modes[1] = np.diag([s3, -s3, 0.0])
for m, (i, j) in enumerate([(1, 2), (0, 2), (0, 1)], start=2):
    modes[m, i, j] = modes[m, j, i] = s3

bare = bond_matrix(theta_move, 0.0)
assert np.allclose(bare, np.diag([-3 * t, t, t, t]), atol=1e-12)
step = 1e-4
for move, mode in [(theta_move, modes[0]), (eps_move, modes[1])]:
    slope = (bond_matrix(move, step) - bond_matrix(move, -step)) / (2 * step)
    expected = np.zeros((4, 4))
    expected[1:, 1:] = -V * mode
    assert np.allclose(slope, expected, atol=1e-6)


def pair_change(i, j):
    def dist(u):
        p = sites + u * theta_move
        return np.linalg.norm(p[i] - p[j])
    return (dist(step) - dist(-step)) / (2 * step)


assert abs(pair_change(0, 1) + 2 / np.sqrt(3)) < 1e-6
assert abs(pair_change(0, 2) - 1 / np.sqrt(3)) < 1e-6

# ---------- two electrons: full diagonalization in the t2 shell ----------
sym, anti = [], []
for i in range(3):
    for j in range(i, 3):
        a = np.zeros((3, 3))
        a[i, j] = 1.0
        if i == j:
            sym.append(a.ravel())
        else:
            sym.append((a + a.T).ravel() / np.sqrt(2))
            anti.append((a - a.T).ravel() / np.sqrt(2))
spaces = {"singlet": np.array(sym).T, "triplet": np.array(anti).T}


def repulsion(Jx):
    w = np.zeros((3, 3, 3, 3))            # <ij|kl>, with U = 0 and U' = -2J
    for i in range(3):
        for j in range(3):
            if i != j:
                w[i, j, i, j] = -2 * Jx
                w[i, j, j, i] = Jx
                w[i, i, j, j] = Jx
    return w.reshape(9, 9)


def electronic(h, w, spin):
    one = np.eye(3)
    B = spaces[spin]
    full = np.kron(h, one) + np.kron(one, h) + w
    val, vec = np.linalg.eigh(B.T @ full @ B)
    return val, (B @ vec[:, 0]).reshape(3, 3)


def relax(spin, eE, eT, Jx, starts=16, iters=1200):
    """Lower the energy in turn over the electronic state and all five modes."""
    c = np.sqrt(2 * K * np.array([eE, eE, eT, eT, eT]))
    w = repulsion(Jx)
    best = None
    for _ in range(starts):
        Q = rng.normal(size=5) * c / K
        for _ in range(iters):
            h = -np.einsum("m,mij->ij", c * Q, modes)
            psi = electronic(h, w, spin)[1]
            density = 2 * psi @ psi.T
            new = c * np.einsum("mij,ji->m", modes, density) / K
            change = np.max(np.abs(new - Q))
            Q = new
            if change < 1e-12:
                break
        h = -np.einsum("m,mij->ij", c * Q, modes)
        energy = electronic(h, w, spin)[0][0] + 0.5 * K * Q @ Q
        if best is None or energy < best[0]:
            best = (energy, Q.copy(), np.linalg.eigvalsh(h))
    return best


w_example = repulsion(J)
flat = np.zeros((3, 3))
singlets = electronic(flat, w_example, "singlet")[0]
triplets = electronic(flat, w_example, "triplet")[0]
assert np.allclose(singlets, [-J] * 5 + [2 * J], atol=1e-12)
assert np.allclose(triplets, [-3 * J] * 3, atol=1e-12)

# ---------- paired electrons without exchange: tetragonal or trigonal ----------
couplings = np.sqrt(2 * K * np.array([E_E, E_E, E_T, E_T, E_T]))
for _ in range(5):
    n = rng.normal(size=3)
    n /= np.linalg.norm(n)

    def fixed_orbital(Q):
        h = -np.einsum("m,mij->ij", couplings * Q, modes)
        return 2 * n @ h @ n + 0.5 * K * Q @ Q

    p = n[0]**2 * n[1]**2 + n[0]**2 * n[2]**2 + n[1]**2 * n[2]**2
    formula = -4 * (E_E * (1 - 3 * p) + E_T * 3 * p)
    assert abs(minimize(fixed_orbital, np.zeros(5)).fun - formula) < 1e-7
paired = relax("singlet", E_E, E_T, 0.0)
swapped = relax("singlet", E_T, E_E, 0.0)
assert abs(paired[0] + 4 * E_E) < 1e-9
assert np.max(np.abs(paired[1][2:])) < 1e-6
assert abs(swapped[0] + 4 * E_E) < 1e-9
assert np.max(np.abs(swapped[1][:2])) < 1e-6             # now trigonal


# ---------- singlet curve with exchange ----------
def singlet_curve(u, v, Jx):
    root = np.sqrt((Jx + 3 * v * u)**2 + 8 * Jx**2)
    return (Jx - v * u) / 2 - root / 2 + 0.5 * K * u**2


def singlet_minimum(v, Jx):
    return minimize_scalar(singlet_curve, bounds=(0, 3 * v / K), args=(v, Jx),
                           method="bounded", options={"xatol": 1e-11})


for u in [0.0, 0.03, 0.1, 0.25]:
    direct = electronic(-V * u * modes[0], w_example, "singlet")[0][0]
    assert abs(direct + 0.5 * K * u**2 - singlet_curve(u, V, J)) < 1e-11
tiny = 1e-6
for sign in (1, -1):                       # both signs lower the singlet linearly
    low = electronic(-V * sign * tiny * modes[0], w_example, "singlet")[0][0]
    assert abs((low + J) / tiny + V) < 1e-3

low_spin = singlet_minimum(V, J)
u_min, E_singlet = low_spin.x, low_spin.fun
full_singlet = relax("singlet", E_E, E_T, J)
full_triplet = relax("triplet", E_E, E_T, J)
assert abs(full_singlet[0] - E_singlet) < 1e-9
assert abs(full_triplet[0] - (-3 * J - E_E)) < 1e-9
for result in (full_singlet, full_triplet):
    assert np.max(np.abs(result[1][2:])) < 1e-6          # no trigonal part
lev_s, lev_t = full_singlet[2], full_triplet[2]
assert abs(lev_s[1] - lev_s[2]) < 1e-6 and lev_s[1] - lev_s[0] > 0.1
assert abs(lev_t[0] - lev_t[1]) < 1e-6 and lev_t[2] - lev_t[1] > 0.1
assert full_singlet[0] < full_triplet[0]

# strong exchange: the singlet minimum is still tetragonal, with one low level
strong = relax("singlet", E_E, E_T, 2 * E_E)
assert abs(strong[2][1] - strong[2][2]) < 1e-5
assert strong[2][1] - strong[2][0] > 1e-3
assert abs(strong[0] - singlet_minimum(V, 2 * E_E).fun) < 1e-8

psi_min = electronic(-V * u_min * modes[0], w_example, "singlet")[1]
weight = psi_min[2, 2]**2
assert abs(weight - (1 + K * u_min / V) / 3) < 1e-6


# ---------- spin crossover ----------
def spin_gap(ratio):
    Jx = E_E / ratio
    return singlet_minimum(V, Jx).fun - (-3 * Jx - E_E)


critical = brentq(spin_gap, 0.6, 1.4)
assert critical < 1
for ratio, singlet_wins in [(critical - 0.02, False), (critical + 0.02, True),
                            (1.0, True)]:
    Jx = E_E / ratio
    es = relax("singlet", E_E, E_T, Jx)[0]
    et = relax("triplet", E_E, E_T, Jx)[0]
    assert (es < et) == singlet_wins

exact_levels = np.diag(bond_matrix(theta_move, u_min)) - np.diag(bare)
u0 = 2 * V / K
ref = -3 * J


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("INPUTS")
show("hopping t", t, "eV", 2)
show("decay length lambda", lam, "angstrom", 2)
show("stiffness per neighbour k", k, "eV/angstrom^2", 2)
show("exchange integral J", J, "eV", 3)
show("one-electron trigonal energy E_T", E_T, "eV", 3)
show("vacancy-neighbour distance", R, "angstrom", 2)
print("UNDISTORTED VACANCY")
show("a1 level", bare[0, 0], "eV", 3)
show("t2 level", bare[3, 3], "eV", 3)
show("lowest singlet above triplet", singlets[0] - triplets[0], "eV")
show("highest singlet above triplet", singlets[-1] - triplets[0], "eV")
print("COUPLING")
show("total stiffness K", K, "eV/angstrom^2", 2)
show("coupling V", V, "eV/angstrom")
show("one-electron tetragonal energy E_E", E_E, "eV")
print("PAIRED ELECTRONS, J = 0")
show("displacement u0 = 2V/K", u0, "angstrom")
show("energy at the relaxed minimum", paired[0], "eV")
show("trigonal stationary energy -4E_T", -4 * E_T, "eV")
print("WITH EXCHANGE, relative to undistorted triplet")
show("singlet displacement u", u_min, "angstrom")
show("pair distance change, linear", -2 * u_min / np.sqrt(3), "angstrom")
show("other distances change, linear", u_min / np.sqrt(3), "angstrom")
show("paired-determinant bound", -4 * E_E - ref, "eV")
show("singlet minimum", E_singlet - ref, "eV")
show("triplet minimum", full_triplet[0] - ref, "eV")
show("singlet minus triplet minimum", E_singlet - full_triplet[0], "eV")
show("singlet gain from its own undistorted level", E_singlet + J, "eV")
show("weight of the paired zz determinant", weight, "")
show("ratio E_E/J in the example", E_E / J, "", 3)
show("critical ratio E_E/J", critical, "")
print("LEVEL SHIFTS AT THE SINGLET MINIMUM")
show("z level, linear", -V * u_min, "eV")
show("z level, exponential hopping", exact_levels[3], "eV")
show("x and y levels, linear", V * u_min / 2, "eV")
show("x and y levels, exponential hopping", exact_levels[1], "eV")
print("all good")
```

Running it gives:

```
INPUTS
hopping t: 0.60 eV
decay length lambda: 1.00 angstrom
stiffness per neighbour k: 3.00 eV/angstrom^2
exchange integral J: 0.040 eV
one-electron trigonal energy E_T: 0.050 eV
vacancy-neighbour distance: 2.40 angstrom
UNDISTORTED VACANCY
a1 level: -1.800 eV
t2 level: 0.600 eV
lowest singlet above triplet: 0.0800 eV
highest singlet above triplet: 0.2000 eV
COUPLING
total stiffness K: 12.00 eV/angstrom^2
coupling V: 1.3856 eV/angstrom
one-electron tetragonal energy E_E: 0.0800 eV
PAIRED ELECTRONS, J = 0
displacement u0 = 2V/K: 0.2309 angstrom
energy at the relaxed minimum: -0.3200 eV
trigonal stationary energy -4E_T: -0.2000 eV
WITH EXCHANGE, relative to undistorted triplet
singlet displacement u: 0.2298 angstrom
pair distance change, linear: -0.2654 angstrom
other distances change, linear: 0.1327 angstrom
paired-determinant bound: -0.2000 eV
singlet minimum: -0.2032 eV
triplet minimum: -0.0800 eV
singlet minus triplet minimum: -0.1232 eV
singlet gain from its own undistorted level: -0.2832 eV
weight of the paired zz determinant: 0.9968
ratio E_E/J in the example: 2.000
critical ratio E_E/J: 0.9463
LEVEL SHIFTS AT THE SINGLET MINIMUM
z level, linear: -0.3185 eV
z level, exponential hopping: -0.3518 eV
x and y levels, linear: 0.1592 eV
x and y levels, exponential hopping: 0.1824 eV
all good
```
